# Shifting the loop momentum in a linearly divergent integral, part 2

If a divergent loop integral is defined by a cutoff region that then grows, replacing $k$ by $k+a$ can change its value. Momenta are Euclidean, $k^2=k_1^2+k_2^2+k_3^2+k_4^2$, until the return to Minkowski space. Units are $\hbar=c=1$, and numerical momenta are in units of the electron mass $m$. The example shift has length $a=1.5\,m$.

Write $k=|k|n$, with $n$ a unit vector and $d\Omega$ the solid-angle element on the unit three-sphere. $\Delta_R$ is the integral of $f(k+a)-f(k)$ over the fixed ball $|k|<R$, and $\Delta$ is its limit as $R\to\infty$. For continuously differentiable $f$, Gauss's theorem gives the flux form, valid at finite $R$:

$$\Delta_R=\int_0^1dt\;a_\nu\oint d\Omega\;n_\nu\,R^3f(Rn+ta).$$

If $|k|^3f(|k|n)\to F(n)$ uniformly, with $F$ continuous, then

$$\Delta=a_\nu\oint d\Omega\;n_\nu F(n).\tag{1}$$

For the linearly divergent $f_\mu=k_\mu/(k^2+m^2)^2$, $F_\mu=n_\mu$ and

$$\oint d\Omega\;n_\mu n_\nu=\frac{\pi^2}{2}\delta_{\mu\nu},\qquad \Delta_\mu=\frac{\pi^2}{2}a_\mu .\tag{2}$$

In the logarithmic case, $|f(k)|\le C|k|^{-4}$ at large $|k|$, the shift is harmless:

$$|\Delta_R|\le2\pi^2|a|\,\frac{C\,R^3}{(R-|a|)^4}\longrightarrow0 .\tag{3}$$

The linear surface term depends on the region. For the cylinder $|k_4|<\lambda R$, $|\mathbf k|<R$, where $\mathbf k$ holds the first three components and $\lambda$ is the fixed aspect, a shift along axis 4 changes the integral of $f_4$ by

$$\Delta_4=4\pi a\left[\arctan\frac1\lambda-\frac{\lambda}{1+\lambda^2}\right],\tag{4}$$

which tends to zero as $\lambda\to\infty$.

In the closing list of numbers, "linear odd" is $f_\mu$, "linear even" is $(k^2+m^2)^{-3/2}$, "logarithmic" is $(k^2+m^2)^{-2}$, and "cubic numerator" is $k_\parallel^3/(k^2+m^2)^3$, with $k_\parallel$ the component along $a$. "Massless shell" is the integral of the shifted $k_\mu/k^4$ over a shell of fixed $|k|$, per unit $d|k|$.

Q: Does the harmlessness of the logarithmic case depend on the ball too?

A: Not for regions that are scaled up with a fixed shape enclosing the origin. Their surface area grows as $R^3$ and their distance from the origin as $R$, so with $f=O(|k|^{-4})$ the flux is at most of order $R^{-1}$.

Q: Then the linear surface term is a property of the cutoff and not of the integrand. Why keep it at all?

A: It belongs to the two together. Once a calculation uses a cutoff region, the term is part of its result and must be followed. One can also choose a regularization in which shifts are allowed, and then there is no term to follow.

A subtraction with a heavy mass $M$ does this. Consider

$$k_\mu\left[\frac1{(k^2+m^2)^2}-\frac1{(k^2+M^2)^2}\right]=k_\mu\frac{(M^2-m^2)(2k^2+m^2+M^2)}{(k^2+m^2)^2(k^2+M^2)^2}.$$

The numerator grows as $|k|^3$ and the denominator as $|k|^8$, so the difference falls as $|k|^{-5}$ and its integral converges absolutely. In terms of (2), the surface terms of the two pieces are equal, because they do not depend on the mass, and they cancel.

Dimensional regularization does it in another way. In $d<3$ dimensions an integrand falling as $|k|^{-3}$ is absolutely integrable at large $|k|$, so the shifted and unshifted integrals agree there. The method defines both at $d=4$ by analytic continuation in $d$, and two functions that agree for $d<3$ have the same continuation.

Q: Loop integrals are written in Minkowski space. What happens to the result there?

A: It acquires a factor $i$. With metric $(+,-,-,-)$ consider

$$I^\mu=\int\frac{d^4k}{(2\pi)^4}\,\frac{k^\mu}{(k^2-m^2+i0)^2}.$$

At fixed $\mathbf k$, with $E=\sqrt{\mathbf k^2+m^2}$, the poles in $k^0$ lie just below the positive real axis at $E$ and just above the negative one at $-E$. The contour can therefore be turned counterclockwise onto the imaginary axis without crossing them. The integrand falls at least as $|k^0|^{-3}$, so the arcs at infinity give nothing. On the new contour

$$k^0=ik_4,\qquad dk^0=i\,dk_4,\qquad k^2=-(k_4^2+\mathbf k^2)=-k_E^2 .$$

The denominator becomes $[-(k_E^2+m^2)]^2=(k_E^2+m^2)^2$, so its two minus signs cancel. For the scalar energy integral, without the numerator, the program asserts this equality, including the factor $i$, at a complex value of $E^2$ that keeps the poles off the axis.

The rotation supplies the factor $i$, but it does not choose the region. Doing the whole energy integral first and then cutting off $|\mathbf k|<R$ is the long cylinder $\lambda\to\infty$. There a shift along the time axis changes nothing. For a spatial shift, $\int dk_4\,(k_4^2+E^2)^{-2}=\pi/(2E^3)$ leaves $\pi k_j/(2E^3)$, whose flux through the ordinary sphere is $a_j\cdot\frac\pi2\cdot\frac{4\pi}3=2\pi^2a_j/3$, so the change is $i\,a^j/(24\pi^2)$. That rule treats time and space differently. I define the divergent integral instead by the Euclidean ball $k_E<R$, which treats the four directions alike, and the result below belongs to that choice. For a spatial component, (2) gives the change

$$\delta I^j=\frac{i}{(2\pi)^4}\cdot\frac{\pi^2}{2}a^j=\frac{i\,a^j}{32\pi^2}.$$

For the time component both $k^0=ik_4$ and $a^0=ia_4$ carry an extra $i$, so $\delta I^0=i\cdot i\,a_4/(32\pi^2)=i\,a^0/(32\pi^2)$. A real $a^0$ is understood by continuation from real $a_4$. Together,

$$\delta I^\mu=\frac{i\,a^\mu}{32\pi^2}.\tag{5}$$

The coefficient $1/(32\pi^2)$ is $3.166\times10^{-3}$, and for $a=1.5\,m$ the magnitude is $4.749\times10^{-3}\,m$.

Q: Show me a place in QED where this matters. I would have guessed that any such constant can be absorbed.

A: The one-loop electron self-energy shows both the term and the limit of that guess. I use Feynman gauge, $e^2=4\pi\alpha$, a vertex factor $-ie\gamma^\mu$, and the full propagator $i/(\slashed p-m-\Sigma)$. The photon has a small mass $\mu_\gamma$, so that the integrand stays smooth. Let the electron in the loop carry $k$ and the photon $p-k$, and call this routing 0:

$$-i\Sigma_0=\int\frac{d^4k}{(2\pi)^4}(-ie\gamma^\mu)\frac{i(\slashed k+m)}{k^2-m^2}(-ie\gamma_\mu)\frac{-i}{(p-k)^2-\mu_\gamma^2}.$$

The prefactors multiply to $(-ie)^2\cdot i\cdot(-i)=-e^2$. The Dirac algebra follows from $\gamma^\mu\slashed k=2k^\mu-\slashed k\gamma^\mu$ and $\gamma^\mu\gamma_\mu=4$:

$$\gamma^\mu\slashed k\gamma_\mu=2\slashed k-4\slashed k=-2\slashed k .$$

The vector part of the self-energy is then

$$-i\Sigma_0\Big|_{\rm vector}=2e^2\int\frac{d^4k}{(2\pi)^4}\frac{\slashed k}{(k^2-m^2)[(p-k)^2-\mu_\gamma^2]}.$$

By power counting this is linearly divergent. The part proportional to the mass term $4m$ is logarithmically divergent, and by (3) a shift does not affect it.

Q: Your formula was for a squared denominator with a single mass. This one has two different factors.

A: Equation (1) uses the leading behaviour at large momentum and nothing else. After Wick rotation the integrand is $k_\mu/\{(k^2+m^2)[(k-p)^2+\mu_\gamma^2]\}$, and $|k|^3$ times it tends uniformly to $n_\mu$, as before. So (5) applies, with the same factor $i$.

In routing 1 the electron carries $k+p$ and the photon carries $-k$. This is routing 0 with $k$ replaced by $k+p$, integrated over the same ball, so the shift is $a=p$:

$$-i(\Sigma_1-\Sigma_0)=2e^2\cdot\frac{i\slashed p}{32\pi^2}=\frac{ie^2}{16\pi^2}\slashed p .$$

Multiplying by $i$ turns the left side into $\Sigma_1-\Sigma_0$ and the right side into $-e^2\slashed p/(16\pi^2)$. With $e^2=4\pi\alpha$,

$$\Sigma_1-\Sigma_0=-\frac{\alpha}{4\pi}\slashed p .\tag{6}$$

Two labellings of one diagram, with one cutoff, differ by a finite amount.

For a numerical case I take a spacelike $p$ of Euclidean length $1.5\,m$, so $p^2=-2.25\,m^2$, with $\mu_\gamma=0.5\,m$ and $R=1000\,m$. Write the vector part of $\Sigma$ as $B\slashed p$. Integration with explicit Dirac matrices gives

$$B_0=-7.27701\times10^{-3},\qquad B_1=-7.85772\times10^{-3}.$$

The difference is $B_1-B_0=-5.8070\times10^{-4}$, and $-\alpha/4\pi$ has the same value to these digits. A test with $\mu_\gamma=1\,m$ confirms that the difference does not depend on the photon mass to one part in ten thousand. It follows that subtracting the same diagram with a heavy photon removes the ambiguity at this order, provided the cutoff is far above the heavy mass.

Q: But (6) is a constant times $\slashed p$. I can put it into the normalization of the electron field, and no one will notice.

A: You may do so if you also keep track of the vertex. Current conservation links the two. Write the one-loop vertex at zero photon momentum as $-ie(\gamma^\nu+\Lambda^\nu)$. Let $S(q)=i(\slashed q-m)^{-1}$ be the electron propagator and $D(k)=-i/(k^2-\mu_\gamma^2)$ the photon factor. Differentiating $(\slashed q-m)^{-1}(\slashed q-m)=1$ gives

$$\frac{\partial}{\partial q_\nu}(\slashed q-m)^{-1}=-(\slashed q-m)^{-1}\gamma^\nu(\slashed q-m)^{-1}.$$

On the other hand $S\gamma^\nu S=i^2(\slashed q-m)^{-1}\gamma^\nu(\slashed q-m)^{-1}$. The right side above is thus $S\gamma^\nu S$, and multiplying by the $i$ in $S$,

$$\frac{\partial S}{\partial q_\nu}=i\,S\gamma^\nu S .$$

In routing 1 the electron carries $k+p$. The vertex diagram has three factors $-ie$, one of which cancels against the $-ie$ in front of $\Lambda^\nu$:

$$\Lambda^\nu=\int\frac{d^4k}{(2\pi)^4}(-ie\gamma^\rho)\,S(k+p)\gamma^\nu S(k+p)\,(-ie\gamma_\rho)\,D(k).$$

Replace $S\gamma^\nu S$ by $-i\,\partial S/\partial p_\nu$. In this routing $p$ appears in the electron line and nowhere else. At finite $R$ the region is fixed and the Euclidean integrand is smooth, so the derivative may be taken outside the integral, and what remains inside is $-i\Sigma_1$:

$$\Lambda^\nu=-i\frac{\partial}{\partial p_\nu}(-i\Sigma_1)=-\frac{\partial\Sigma_1}{\partial p_\nu}.\tag{7}$$

This is the Ward identity at zero momentum transfer.

Q: You computed the vertex in the routing that suits you. In routing 0 the vertex might change as well and restore the identity.

A: It does not change. The vertex has one more electron propagator than the self-energy, so its integrand falls as $|k|^{-4}$. It is logarithmically divergent, and by (3) the difference between the two routings tends to zero as $R\to\infty$. The self-energy does change, and inserting $\Sigma_1=\Sigma_0-(\alpha/4\pi)\slashed p$ in (7) gives

$$-\frac{\partial\Sigma_0}{\partial p_\nu}=\Lambda^\nu-\frac{\alpha}{4\pi}\gamma^\nu .\tag{8}$$

For the numbers I take components along the direction of $p$. The vector part $B\slashed p$ has the component $Bp$, where $p$ now denotes the Euclidean length. Its negative derivative is $-B-p\,dB/dp$, which differs from $-B$ because $B$ depends on $p$. In units of $10^{-3}$ the results are:

| Routing | Vertex part | $-d(Bp)/dp$ |
|---|---:|---:|
| 1 | 7.38403 | 7.38403 |
| 0 | 7.38404 | 6.80333 |

The vertex entries of the two routings differ by about $10^{-9}$ in absolute value, a remainder of the finite cutoff. In routing 0 the mismatch is $(6.80333-7.38404)\times10^{-3}=-5.8071\times10^{-4}$, which is $-\alpha/4\pi$ to the accuracy of the finite cutoff.

Q: What would go wrong physically if I overlooked it?

A: The normalization of the charge. The derivative of the inverse propagator $\slashed p-m-\Sigma$ sets the normalization of the electron field, and the zero-transfer vertex measures the charge. In routing 1 the two agree, since (7) gives

$$\gamma^\nu-\frac{\partial\Sigma_1}{\partial p_\nu}=\gamma^\nu+\Lambda^\nu .$$

The self-energy and vertex corrections then cancel in the charge. In routing 0 the vertex exceeds the derivative by $(\alpha/4\pi)\gamma^\nu$, so at this order the charge would be raised by a fraction $5.8\times10^{-4}$ of itself, because of a choice of label.

The repair is a finite counterterm: add $-(\alpha/4\pi)\slashed p$ to $\Sigma_0$, which gives $\Sigma_1$. So your guess was right that the constant can be absorbed. With the vertex left unchanged, however, its value is fixed by the Ward identity and is not free. The argument covers zero momentum transfer at one loop. It does not show that a ball cutoff respects every other consequence of gauge invariance.

Q: When must I not use your surface formula?

A: When the region is not a ball, as the cylinder showed, and when the limit $F(n)$ does not exist. Suppose the integrand behaves as $k_\mu\ln(|k|/m)/k^4$ at large $|k|$. The factor $R^3f$ on the sphere then grows as $n_\mu\ln(R/m)$, and the change under a shift grows as $(\pi^2a_\mu/2)\ln(R/m)$ instead of settling to a constant.

For a quadratic divergence, $f\sim|k|^{-2}$, the product $R^3f$ grows as $R$. The leading part may still cancel in the angular integral, but then the next terms in $ta/R$ contribute at finite order. They have to be kept in the flux form, which remains valid at finite $R$ for any continuously differentiable integrand. At $R=3\,m$, where no asymptotic form applies, the volume and flux expressions for $f_\mu$ both give $5.67340\,m$.

## Numbers as computed

```
electron mass m (momentum unit): 1.0 m
shift a: 1.50 m
R=3 m, volume form of change: 5.67340165 m
R=3 m, surface form of change: 5.67340165 m
linear odd, R=10 m, change: 7.2530786 m
linear odd, R=100 m, change: 7.4007227 m
linear odd, R=1000 m, change: 7.4021885 m
predicted limit pi^2 a/2: 7.4022033 m
R^2*(change/limit-1) at R=100 m: -2.00015 m^2
limit/(2 pi)^4: 4.749430e-03 m
coefficient 1/(32 pi^2): 3.166287e-03 (no unit)
cubic numerator, R=1000 m, change: 3.701091 m
cubic numerator, angular formula: 3.701102 m
linear even, R=100 m, integral: 1934.739 m
linear even, R=100 m, change: -0.166516 m
logarithmic, R=100 m, integral: 81.03479 (no unit)
logarithmic, R=100 m, change: -2.2202e-03 (no unit)
linear even, R=1000 m, integral: 19699.760 m
linear even, R=1000 m, change: -0.016655 m
logarithmic, R=1000 m, integral: 126.48404 (no unit)
logarithmic, R=1000 m, change: -2.2207e-05 (no unit)
log tensor, R=1000 m, change: -5.5516e-06 (no unit)
massless shell k=1 m, integral per dk: 5.848654 (no unit)
massless shell k=2 m, integral per dk: 0.000000 (no unit)
cylinder aspect 0.5, R=300 m, change: 13.32904 m
cylinder aspect 0.5, cap formula: 13.32944 m
cylinder aspect 1.0, R=300 m, change: 5.37962 m
cylinder aspect 1.0, cap formula: 5.37963 m
cylinder aspect 2.0, R=300 m, change: 1.19973 m
cylinder aspect 2.0, cap formula: 1.19973 m
Euclidean length of p: 1.50 m; photon mass: 0.50 m
QED cutoff R: 1000 m
fine-structure constant: 0.007297353 (no unit)
routing 0, coefficient of pslash in Sigma: -7.2770149e-03 (no unit)
routing 1, coefficient of pslash in Sigma: -7.8577190e-03 (no unit)
routing 1 minus routing 0: -5.8070414e-04 (no unit)
predicted -alpha/(4 pi): -5.8070487e-04 (no unit)
routing 0, vertex part along p: 7.3840351e-03 (no unit)
routing 0, -dSigma/dp along p: 6.8033297e-03 (no unit)
routing 1, vertex part along p: 7.3840338e-03 (no unit)
routing 1, -dSigma/dp along p: 7.3840339e-03 (no unit)
routing 0, Ward identity mismatch: -5.8070542e-04 (no unit)
```
